**A hydrogenic 1s electron after a sudden change of nuclear charge**

## Problem

One electron moves in the field of a fixed point nucleus of infinite mass, without relativity or spin. In Hartree atomic units \(H_Z=-\tfrac12\nabla^2-Z/r\). The electron is in the ground state \(\psi_0=R_{10}Y_{00}\), with \(R_{10}=2Z^{3/2}e^{-Zr}\) and \(E_1=-Z^2/2\), when the charge changes from \(Z\) to \(Z'\). Write \(\Delta Z=Z'-Z\) and \(H'=H_{Z'}\).

(a) How fast must the change be for the wave function to stay as it was?

(b) Find the population \(P_n\) of each bound state of \(H'\), and evaluate it for \(Z=1\), \(Z'=2\).

(c) Find the energy distribution of the ejected electron and the ionised fraction \(P_{\rm ion}\).

## First estimate by scaling

Assume that the wave function has no time to change, so that populations are squared overlaps of \(\psi_0\) with eigenstates of \(H'\).

With \(r=\rho/Z\), \(H'=Z^2(-\tfrac12\nabla_\rho^2-\lambda/\rho)\) with \(\lambda=Z'/Z\), and \(\psi_0\propto e^{-\rho}\). All populations depend on \(\lambda\) alone. The level \(n\) of \(H'\) has \(E'_n=-k^2/2\) and decays as \(e^{-kr}\) with \(k=Z'/n\). For \(1\to2\) the mean energy found below, \(-3/2\), lies between \(E'_1=-2\) and \(E'_2=-1/2\), which suggests, without proving it, that these two levels take most of the weight. An equal decay constant is no guide: for \(\lambda=3\) the level \(n=3\) decays as \(\psi_0\) does, yet the exact solution gives it no population. For large \(n\), \(k^2\) is negligible against \(2Z'/r\) where \(\psi_0\) lives, so the inner shape of the state no longer depends on \(n\). The probability per unit energy is then smooth, and \(P_n\) follows the level spacing \(dE'_n/dn=Z'^2/n^3\).

Two moments of \(H'\) limit the sizes. From \(\int_0^\infty r^m e^{-ar}dr=m!/a^{m+1}\),
\[\langle r^{-1}\rangle=4Z^3\frac{1}{(2Z)^2}=Z,\qquad \langle r^{-2}\rangle=4Z^3\frac{1}{2Z}=2Z^2 ,\]
so \(1/r\) has variance \(2Z^2-Z^2=Z^2\). Since \(H'=H_Z-\Delta Z/r\), we have \(H'\psi_0=(E_1-\Delta Z/r)\psi_0\), and
\[\langle H'\rangle=-\tfrac12Z^2-Z\Delta Z=\tfrac12Z^2-ZZ',\qquad \langle H'^2\rangle-\langle H'\rangle^2=\Delta Z^2Z^2 .\]
Let \(w=E+Z'^2/2\ge0\) be the excitation above the new ground state. Then \(\langle w\rangle=\Delta Z^2/2\). For \(1\to2\), \(\langle H'\rangle=-3/2\), \(\langle w\rangle=1/2\) and \(\langle w^2\rangle=1+1/4=5/4\).

Because \(w\ge0\), the weight above an excitation \(w_0\) is at most \(\langle w\rangle/w_0\). Leaving 1s costs at least \(3/2\) and ionising at least \(2\), which gives the bounds \(1-P_1\le1/3\) and \(P_{\rm ion}\le1/4\).

For an estimate, keep 1s (\(w=0\)), 2s (\(w=3/2\)) and one lump of weight \(x\) at excitation \(w_x\). The function \(f(w)=w(w-\tfrac32)\) vanishes on 1s and 2s, and
\[\langle f\rangle=\tfrac54-\tfrac32\cdot\tfrac12=\tfrac12=x\,f(w_x).\]
The lump is placed at the momentum scale of the new ion, \(p\sim Z'=2\), so \(E=2\), \(w_x=4\), \(f=10\) and \(x=1/20\). The first moment \(\tfrac32P_2+4x=\tfrac12\) gives \(P_2=1/5\), and normalisation gives \(P_1=3/4\). The lump lies in the continuum, so the model reads \(P_{\rm ion}\approx5\,\%\). This last figure depends on the guess: the other available scale, \(p\sim Z=1\), has \(w_x=5/2\), \(f=5/2\) and \(x=1/5\).

## Exact solution

### The sudden limit

Let the charge be \(Z(t)\) for \(0\le t\le\tau\), with evolution operator \(U(\tau,t)\) obeying \(\partial_tU(\tau,t)=iU(\tau,t)H(t)\). Define \(\phi(t)=e^{-i\theta(t)}\psi_0\) with \(\dot\theta=\langle\psi_0|H(t)|\psi_0\rangle\). The product rule gives \(\frac{d}{dt}[U(\tau,t)\phi(t)]=iU(\tau,t)[H(t)-\dot\theta]\phi(t)\). Integrate from \(0\) to \(\tau\); the left side becomes \(\phi(\tau)-\psi(\tau)\). Since \(U\) preserves norms,
\[\|\psi(\tau)-\phi(\tau)\|\le\int_0^\tau\|(H(t)-\dot\theta)\psi_0\|\,dt=\int_0^\tau|Z(t)-Z|\,Z\,dt ,\]
where the last step uses \((H(t)-\dot\theta)\psi_0=-(Z(t)-Z)(1/r-Z)\psi_0\) and the variance \(Z^2\). A linear ramp gives the bound \(\tau|\Delta Z|Z/2\). By the Cauchy–Schwarz inequality the same quantity bounds \(|\sqrt{P_n(\tau)}-\sqrt{P_n}|\), where \(P_n=|\langle n|\psi_0\rangle|^2\). After the ramp, populations of eigenstates of \(H'\) are constant. The answer to (a) is that \(\tau|\Delta Z|Z/2\ll1\) suffices; for \(1\to2\) this is \(\tau\ll2\) atomic units of time, one unit being \(24.19\) as.

Since \(\psi_0\propto Y_{00}\) and the spherical harmonics are orthogonal, only \(l=0\) states are populated.

### Radial equation and its Laplace transform

For \(l=0\) and energy \(-k^2/2\), \(u=rR\) satisfies
\[u''+\Big(\frac{2Z'}{r}-k^2\Big)u=0,\qquad u(0)=0,\quad u'(0)=1 .\]
The slope condition fixes the scale for now and sets the sign convention \(R(0)>0\). Put \(u=r\,e^{-kr}y\). With \(g=ry\), \(u''-k^2u=e^{-kr}(g''-2kg')\), where \(g'=ry'+y\) and \(g''=ry''+2y'\). The equation becomes \(ry''+(2-2kr)y'+(2Z'-2k)y=0\). In the variable \(\xi=2kr\), after division by \(2k\) and with \(n=Z'/k\),
\[\xi y''+(2-\xi)y'+(n-1)y=0 .\]
Insert \(y=\sum_ja_j\xi^j\) with \(a_0=1\); the coefficient of \(\xi^j\) gives
\[a_{j+1}=\frac{j+1-n}{(j+1)(j+2)}\,a_j .\]
If the series does not end, \(a_{j+1}/a_j\to1/j\), so \(y\) grows like \(e^{\xi}\) and \(u\) like \(e^{+kr}\). Bound states need integer \(n\), and \(y\) is then a polynomial of degree \(m=n-1\).

Define \(G(s)=\int_0^\infty e^{-sr}u\,dr\) and \(L(s)=\int_0^\infty e^{-sr}(u/r)\,dr\), so that \(L'=-G\). Two integrations by parts give \(\int e^{-sr}u''dr=s^2G-su(0)-u'(0)=s^2G-1\). The transformed radial equation is \((s^2-k^2)G+2Z'L=1\), and its derivative with respect to \(s\) is
\[(s^2-k^2)\,G'=2(Z'-s)\,G .\tag{1}\]
For large \(s\) only small \(r\) counts, where \(u\approx r\), so \(G\to s^{-2}\). The solution with this limit is
\[G(s)=\frac{(s-k)^{n-1}}{(s+k)^{n+1}},\tag{2}\]
because its logarithmic derivative is \([(n-1)(s+k)-(n+1)(s-k)]/(s^2-k^2)=(2nk-2s)/(s^2-k^2)\), and \(nk=Z'\). For a bound state the integral defining \(G\) and the rational function (2) are both analytic for \(\mathrm{Re}\,s>-k\), so (2) also holds for \(-k<s\le k\).

### Normalisation

Set \(s+k=2k(1+t)\), so \(s-k=2kt\). A factor \((2k)^{-2}\) cancels from both sides of (2), which reads
\[\int_0^\infty \xi e^{-\xi}y\,e^{-t\xi}d\xi=\frac{t^m}{(1+t)^{m+2}}=t^m-(m+2)\,t^{m+1}+\dots\]
The left side is \(\sum_j(-t)^jM_j/j!\) with \(M_j=\int\xi^{j+1}e^{-\xi}y\,d\xi\). Matching powers, \(M_j=0\) for \(j<m\), \(M_m=(-1)^mm!\) and \(M_{m+1}=(-1)^m(m+2)!\). The recurrence gives \(a_m=\prod_{j=0}^{m-1}\frac{j-m}{(j+1)(j+2)}=(-1)^m/(m+1)!\), and its last step gives \(a_{m-1}=-m(m+1)a_m\). Expanding one factor \(y\),
\[\int_0^\infty\xi^2e^{-\xi}y^2d\xi=\sum_ja_jM_{j+1}=a_mM_{m+1}+a_{m-1}M_m=(m+2)-m=2 .\]
Hence \(\int u^2dr=2/(2k)^3=1/(4k^3)\), and the normalised function is \(rR_{n0}=2k^{3/2}u\).

### Bound-state amplitudes

The overlap integral is a derivative of \(G\), which (1) supplies:
\[\int_0^\infty r\,e^{-Zr}u\,dr=-G'(Z)=-\frac{2\Delta Z\,G(Z)}{Z^2-k^2}=-2\Delta Z\,\frac{(Z-k)^{n-2}}{(Z+k)^{n+2}} .\tag{3}\]
Multiplying by the normalisation factors \(2Z^{3/2}\) and \(2k^{3/2}\),
\[c_n=-8\,\Delta Z\,(Zk)^{3/2}\frac{(Z-k)^{n-2}}{(Z+k)^{n+2}},\qquad P_n=c_n^2,\qquad k=\frac{Z'}{n}.\tag{4}\]

For \(n=1\), \(Z-k=-\Delta Z\) cancels the prefactor and \(c_1=8(ZZ')^{3/2}/(Z+Z')^3\), which tends to 1 as \(Z'\to Z\). All other amplitudes contain the factor \(\Delta Z\) and vanish in this limit; they are not strictly proportional to \(\Delta Z\), because \(k\) also depends on \(Z'\). The middle form of (3) has a direct meaning. The matrix element of \(H'-H_Z=-\Delta Z/r\) between \(\langle n|\) and \(|\psi_0\rangle\) gives \((E'_n-E_1)c_n=-\Delta Z\langle n|r^{-1}|\psi_0\rangle\), with \(E'_n-E_1=(Z^2-k^2)/2\) and \(\langle n|r^{-1}|\psi_0\rangle=4(Zk)^{3/2}G(Z)\). At \(k=Z\) this identity reads \(0=0\) and fixes nothing. The last form of (3) is the derivative of the rational function (2) and stays valid there: \((Z-k)^{n-2}\) equals 1 for \(n=2\) and vanishes for \(n\ge3\). For \(1\to3\), for example, \(P_3=0\).

For \(Z=1\), \(Z'=2\), \(k=2/n\). Then \(64k^3=512/n^3\), and clearing \(n\) from \((1-2/n)^{2n-4}/(1+2/n)^{2n+4}\) leaves \(n^{(2n+4)-(2n-4)}=n^8\):
\[P_n=512\,n^5\,\frac{(n-2)^{2n-4}}{(n+2)^{2n+4}},\tag{5}\]
with the numerator power equal to 1 at \(n=2\). Thus
\[P_1=\frac{512}{3^6}=\Big(\frac89\Big)^3=0.70233,\quad P_2=\frac{512\cdot32}{4^8}=\frac14,\quad P_3=\frac{512\cdot243}{5^{10}}=0.012740 .\]
The 2s value also follows from an elementary integral. With \(k=1\) and \(a_1=-\tfrac12\), \(R_{20}=2(1-r)e^{-r}\), and
\[c_2=4\int_0^\infty r^2(1-r)e^{-2r}dr=4\Big(\frac28-\frac6{16}\Big)=-\frac12 .\]
The amplitude is negative because the outer lobe, \(r>1\), where \(R_{20}<0\), outweighs the inner one.

| \(n\) | \(c_n\) | \(P_n\) |
|---|---|---|
| 1 | +0.83805 | 0.7023320 |
| 2 | −0.50000 | 0.2500000 |
| 3 | −0.11287 | 0.0127402 |
| 4 | −0.06208 | 0.0038537 |
| 5 | −0.04147 | 0.0017198 |
| 6 | −0.03045 | 0.0009270 |

The terms \(n=7\) to \(10\) are \(0.0005599\), \(0.0003652\), \(0.0002519\) and \(0.0001813\), and the sum through \(n=10\) is \(0.9729309\).

### The tail of the bound sum

With \(\epsilon=2/n\), (5) is \(512\,n^{-3}e^{\Lambda}\), where
\[\Lambda=2n\ln\frac{1-\epsilon}{1+\epsilon}-4\ln(1-\epsilon^2)=-4n\Big(\epsilon+\frac{\epsilon^3}{3}+\dots\Big)+4\epsilon^2+\dots\]
Inserting \(\epsilon\), \(\Lambda=-8-\frac{32}{3n^2}+\frac{16}{n^2}+O(n^{-4})\), so
\[P_n=\frac{512e^{-8}}{n^3}\Big[1+\frac{16}{3n^2}+O(n^{-4})\Big],\qquad512e^{-8}=0.171757 .\tag{6}\]
Treat each term as the integral over a unit interval centred on \(n\), so that the sum from 11 becomes the integral from \(10.5\):
\[\sum_{n\ge11}P_n\approx0.171757\Big[\frac1{2(10.5)^2}+\frac4{3(10.5)^4}\Big]=0.0007978 .\]
By completeness of the eigenstates of \(H'\),
\[P_{\rm ion}\approx1-0.9729309-0.0007978=0.026271 .\]
Summing (5) itself with Richardson extrapolation of the partial sums gives a tail of \(0.0007963\), which is \(0.2\,\%\) below the integral estimate of the tail, a bound total of \(0.9737272\) and \(P_{\rm ion}=0.0262728\).

### The continuum

For \(E=p^2/2\), replace \(k^2\) by \(-p^2\); (1) becomes \((s^2+p^2)G'=2(Z'-s)G\). With \(\nu=Z'/p\) the solution that tends to \(s^{-2}\) is
\[G(s)=\frac{e^{-2\nu\arctan(p/s)}}{s^2+p^2}=(s-ip)^{-1-i\nu}(s+ip)^{-1+i\nu}.\tag{7}\]
The first form solves the equation because \(\frac{d}{ds}\arctan(p/s)=-p/(s^2+p^2)\) and \(\nu p=Z'\). The second follows from \(s\pm ip=\varrho e^{\pm i\alpha}\) with \(\alpha=\arctan(p/s)\): the factors \(\varrho^{\pm i\nu}\) cancel, and each bracket contributes \(e^{-\nu\alpha}\).

Normalisation needs the amplitude of \(u\) at large \(r\). There the local momentum is \(\sqrt{p^2+2Z'/r}\approx p+\nu/r\), whose integral is \(pr+\nu\ln r\), so \(u\to Br^{i\nu}e^{ipr}+\text{c.c.}\), a sine wave of amplitude \(A=2|B|\). The transform of the first term is \(B\,\Gamma(1+i\nu)(s-ip)^{-1-i\nu}\). Near \(s=ip\) this term dominates, since the conjugate term is singular only at \(-ip\) and corrections of relative order \(1/r\) carry one more power of \(s-ip\). Comparison with (7) gives \(B\,\Gamma(1+i\nu)=(2ip)^{-1+i\nu}\), of modulus \(e^{-\pi\nu/2}/2p\) because \(i^{i\nu}=e^{-\pi\nu/2}\). The reflection formula \(\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z\) gives \(|\Gamma(1+i\nu)|^2=i\nu\,\Gamma(i\nu)\Gamma(1-i\nu)=\pi\nu/\sinh\pi\nu\). Therefore
\[A^2=\frac{e^{-\pi\nu}\sinh\pi\nu}{\pi\nu p^2}=\frac{1-e^{-2\pi\nu}}{2\pi\nu p^2}.\]

Enclose the ion in a sphere of large radius \(b\) with \(u(b)=0\). To leading order in \(b\), \(\int u^2dr=A^2b/2\), and the phase \(pb+\dots\) advances by \(\pi\) per level, so there are \(b/\pi\) levels per unit \(p\) and \(b/\pi p\) per unit energy. The radius cancels, and the squared normalisation factor per unit energy is
\[\frac{2}{A^2b}\cdot\frac{b}{\pi p}=\frac{4\nu p}{1-e^{-2\pi\nu}}=\frac{4Z'}{1-e^{-2\pi\nu}} .\]
The overlap integral is again \(-G'(Z)=-2\Delta Z\,G(Z)/(Z^2+p^2)\). Square it and multiply by this factor and by \(4Z^3\):
\[\frac{dP}{dE}=\frac{64\,Z^3Z'\Delta Z^2\;e^{-4\nu\arctan(p/Z)}}{(1-e^{-2\pi\nu})\,(Z^2+p^2)^4}.\tag{8}\]

At threshold \(\nu\arctan(p/Z)\to Z'/Z\) and \(e^{-2\pi\nu}\to0\), so
\[\frac{dP}{dE}\Big|_{E=0}=64\,Z'\Delta Z^2Z^{-5}e^{-4Z'/Z}.\tag{9}\]
For \(1\to2\) this is \(128e^{-8}=0.042939\) per hartree. From below, (6) divided by the spacing \(4/n^3\) gives the same \(512e^{-8}/4\): the probability per unit energy is continuous across the threshold. At large \(p\), \(1-e^{-2\pi\nu}\to2\pi Z'/p\), and \(dP/dE\to32Z^3\Delta Z^2/(\pi p^7)\), with coefficient \(32/\pi=10.19\) for \(1\to2\). With \(dE=p\,dp\) the second energy moment converges as \(\int p^{-2}dp\), and the third diverges. This far tail belongs to the idealised model, since the phase \(E\tau\) accumulated in a finite ramp is not small for \(E\gtrsim1/\tau\) and relativity enters at \(p\sim c\).

At \(p=1\), \(\nu=2\) and \(\arctan1=\pi/4\), so (8) is \(128e^{-2\pi}/[16(1-e^{-4\pi})]=0.014940\) per hartree. The values at \(p=0.5\), \(2\) and \(3\) are \(0.031464\), \(0.002448\) and \(0.000465\). Numerical quadrature of (8) over \(p\) gives
\[P_{\rm ion}=\int_0^\infty\frac{dP}{dE}\,p\,dp=0.0262728\approx2.63\,\%,\]
the complement of the bound total \(0.9737272\). The same quadrature weighted with \(E\) and \(E^2\) gives \(0.033217\) hartree and \(0.377467\) hartree². The bound sums \(\sum P_nE'_n=-1.533217\) and \(\sum P_nE_n'^2=2.872533\), extrapolated as above, bring the totals to \(-3/2\) hartree (\(-40.8\) eV) and \(13/4=1+(3/2)^2\) hartree², the moments found at the start. The mean energy of an ejected electron is \(0.033217/0.0262728=1.264\) hartree, or \(34.4\) eV.

## Comparison

The qualitative expectations hold: 1s and 2s together carry \(0.9523\), and (6) has the \(n^{-3}\) law. The bound \(1-P_1\le1/3\) is close to the value \(0.2977\), because most of the weight that leaves 1s goes to 2s, the level at which the bound is an equality. The bound \(P_{\rm ion}\le1/4\) is almost ten times the value. The 2s level alone uses \(\tfrac14\cdot\tfrac32=\tfrac38\) of the available \(\langle w\rangle=\tfrac12\), which leaves \(\tfrac18\) and tightens the bound to \(\tfrac1{16}\), a factor of four. The remaining factor of about \(2.4\) arises because the levels \(n\ge3\) take part of that \(\tfrac18\) and because the mean excitation of an ejected electron is \(2+1.26=3.26\), not the threshold value \(2\).

| | model | exact |
|---|---|---|
| \(P_1\) | 0.75 | 0.702 |
| \(P_2\) | 0.20 | 0.250 |
| \(n\ge3\) | 0 | 0.021 |
| \(P_{\rm ion}\) | 0.05 | 0.026 |

Relative to the exact values the model is \(7\,\%\) high for 1s, \(20\,\%\) low for 2s and a factor \(1.9\) high for ionisation. The last error can be traced. In terms of \(E\), \(f=(E+2)(E+\tfrac12)=E^2+\tfrac52E+1\), so the continuum part of \(\langle f\rangle\) is
\[0.377467+2.5\times0.033217+0.026273=0.4868 ,\]
nearly all of the total \(1/2\), as the model assumed. The mean of \(f\) per ejected electron, however, is \(0.4868/0.02627=18.5\) and not \(10\). The mean ejected energy, \(1.26\) hartree, lies below the guessed \(2\), while the mean square, \(0.377467/0.0262728=14.4\) hartree², lies far above the guessed \(4\). No single lump can have both this mean and this mean square. A lump at \(E\approx3.2\), where \(f\approx19\), would reproduce \(P_{\rm ion}\), but that position is known only from the exact result. The closeness of \(x=0.05\) to the total weight outside 1s and 2s, \(1-0.9523=0.048\), is not a success of the model, since the \(n\ge3\) levels contribute only \(0.5-0.4868=0.013\) to the sum that fixed \(x\).

The moments also miss the factor \(e^{-4Z'/Z}\) in (9). At \(p=0\), (7) becomes \(G=s^{-2}e^{-2Z'/s}=\sum_j(-2Z')^js^{-j-2}/j!\). Since \(r^{j+1}\) has the transform \((j+1)!\,s^{-j-2}\), the zero-energy solution is \(u=\sum_j(-2Z')^jr^{j+1}/[j!(j+1)!]\). If every term were positive, as for a repulsive charge, the transform would be \(s^{-2}e^{+2Z'/s}\), so in the series the small factor comes from cancellation between terms of alternating sign. In terms of \(u=\sqrt{r/2Z'}\,J_1(\sqrt{8Z'r})\) two effects share it: the attraction keeps \(|u|\) well below the free solution \(r\), and \(u\) changes sign where \(\psi_0\) lives. For \(Z'=2\), \(s=1\) the transform is \(1\) for \(r\), \(0.120\) for \(|u|\) and \(e^{-4}=0.018\) for \(u\). One consequence runs against the energy argument. For \(1\to3\) the mean excitation is \(2\), the threshold \(9/2\), and the bound rises to \(4/9\); yet (9) gives \(768e^{-12}\), which is \(6e^{-4}<1\) times the \(1\to2\) value, and quadrature of (8) gives \(P_{\rm ion}=0.0104\). Between these two cases the larger jump ionises less. This is not a general rule: for small \(\Delta Z\) the factor \(\Delta Z^2\) in (8) dominates, and \(P_{\rm ion}\) grows from zero as the jump grows. Lowering the charge, \(2\to1\), gives \(0.234\) by the same quadrature.

The range of the sudden limit appears when the \(l=0\) equation is propagated through a linear ramp \(Z(t)=1+t/\tau\) by the Crank–Nicolson method, on a finite-difference grid of step \(0.02\) and radius \(30\) bohr. The distance is \(\min_\varphi\|\psi(\tau)-e^{i\varphi}\psi_0\|=\sqrt{2-2|\langle\psi_0|\psi(\tau)\rangle|}\).

| \(\tau\) (a.u.) | distance | bound \(\tau/2\) | \(P_1(\tau)\) |
|---|---|---|---|
| 0.02 | 0.0093 | 0.01 | 0.7025 |
| 0.2 | 0.083 | 0.1 | 0.7055 |
| 2 | 0.60 | 1 | 0.809 |
| 20 | 0.62 | 10 | 0.994 |

For short ramps the distance nearly reaches the bound, while the population moves much less: \(0.003\) at \(\tau=0.2\). To first order in \(\tau\) the amplitude changes by \(-i\int\langle n|H(t)|\psi_0\rangle dt\), which is imaginary while \(c_n\) is real, so \(P_n\) has no term linear in \(\tau\). This grid raises the sudden value of \(P_1\) itself by \(1.4\times10^{-4}\) (by \(3.5\times10^{-5}\) at half the step), so the entries \(0.7025\) and \(0.7055\) are one unit too high in the last digit; the converged values are \(0.7024\) and \(0.7054\). The true shift at \(\tau=0.02\) is only \(4\times10^{-5}\). At \(\tau=2\) the sudden value is off by \(0.11\) in absolute population, and at \(\tau=20\) the electron follows the ground state almost adiabatically. Equations (4) and (8) also rest on a nucleus that stays at rest. If it acquires a velocity \(\mathbf v\), the state in its frame is \(e^{-i\mathbf v\cdot\mathbf r}\psi_0\), which contains an \(l=1\) component with amplitude \(v/Z\) to first order, and higher \(l\) with amplitudes of order \((v/Z)^l\).

Numbers in the example were calculated in double precision.
